# Semimetal contacts, gap states and n-type resistance in layers like MoS2

## One empty orbital beside a contact

Take one empty orbital of a semiconducting layer at energy $\varepsilon>0$ and one filled state of a contact at energy $-u<0$. The zero of energy is the Fermi level of the contact, and a weak matrix element $V$ joins the two states. To first order, the contact state acquires the amplitude $V/(-u-\varepsilon)$ on the orbital. Its electron therefore spends the fraction

$$p=\frac{V^2}{(\varepsilon+u)^2}$$

of its time in the layer, at an energy where the isolated layer has no state. This is a metal-induced gap state in its smallest form.

The fraction is largest when both $\varepsilon$ and $u$ are small. If the orbital lies close above the Fermi level, the most harmful contact states are those just below the Fermi level. A semimetal has few states there. That is the core of its advantage, and it depends on alignment: the more distant the orbital, the less the states near the Fermi level stand out from deeper ones.

The missing states have a cost, because electrons must also enter the layer through contact states. Whether the resistance falls depends on the balance between a lower barrier and slower injection.

## The density of gap states

Atomic units are used in the algebra. For a contact with states $i$ at energies $E_i$, define

$$\Gamma(E)=\pi\sum_i V_i^2\,\delta(E-E_i).$$

This is the contact density of states weighted by the coupling, so any mismatch of in-plane momentum enters through $V_i$. Summing the fraction above over contact states gives the weight per unit energy of one orbital at an energy $E$ away from its own:

$$A_\varepsilon(E)=\frac{\Gamma(E)}{\pi(\varepsilon-E)^2}.$$

Let the layer have a conduction band from $\Phi$ to $\Phi+W$ and a valence band from $\Phi-E_g-W$ to $\Phi-E_g$. Here $\Phi$ is the n-type barrier, $E_g$ the gap and $W$ the width of each band. Both bands have the constant density of states $g$ per area, spin included, as parabolic bands have in two dimensions. All orbitals are given the same $\Gamma$. For $E$ in the gap, the conduction band contributes

$$g\int_\Phi^{\Phi+W}\frac{d\varepsilon}{(\varepsilon-E)^2}=g\left[\frac1{\Phi-E}-\frac1{\Phi+W-E}\right],$$

and the valence band is integrated in the same way. The gap-state density is

$$D(E)=\frac{g\,\Gamma(E)}{\pi}\left[\frac1{\Phi-E}-\frac1{\Phi+W-E}+\frac1{E-\Phi+E_g}-\frac1{E-\Phi+E_g+W}\right].$$

The contact supplies the factor $\Gamma(E)$, and the layer supplies the bracket, which grows as $1/(\Phi-E)$ towards the conduction edge. A dip in $\Gamma$ at the Fermi level suppresses $D$ there. It does not empty the rest of the gap.

## From gap states to a barrier

The barrier is set by charge. Filled contact states place electrons on conduction orbitals. A valence orbital, full in the isolated layer, loses the part of its weight that lies in empty contact states. Let $\Gamma$ be even in energy and extend to a cutoff $B$ on either side. With $E=-u$ for the filled states and $E=u$ for the empty ones, both charges are given by one function of the distance $x$ from the Fermi level to the band edge:

$$q_{\rm gap}(x)=\frac g\pi\int_0^B\Gamma(u)\left[\frac1{x+u}-\frac1{x+W+u}\right]du.$$

The integral runs over all contact states, so part of this charge comes from energies outside the gap. Free carriers add $g\int_x^\infty d\varepsilon/(e^{\varepsilon/kT}+1)=g\,kT\ln(1+e^{-x/kT})$, where the far band edge has been moved to infinity. With $q$ the sum of the two parts, the number of extra electrons per area is

$$N(\Phi)=q(\Phi)-q(E_g-\Phi).$$

The sharp Fermi step used for the gap states requires $kT\ll\Phi$, and second order in $V$ requires $\Gamma\ll\Phi$.

The layer and the contact form a capacitor with a vacuum gap $d$. The field is $4\pi N$. Since the layer carries the electrons, their potential energy in it rises by $4\pi dN$. If $\Phi_0$ is the barrier without this dipole,

$$\Phi=\Phi_0+KN(\Phi),\qquad K=4\pi d.$$

The function $q$ falls with $x$, so $N$ is positive for $\Phi<E_g/2$ and zero at midgap. Gap states therefore push a small n-type barrier up towards midgap. Above midgap $N$ is negative and the dipole lowers the n-type barrier. Suppressing gap states would then be harmful, which is a second reason why alignment near the conduction edge matters.

## What a dip removes

Describe the semimetal by a triangular dip of half-width $w$, with $\Gamma(0)=r\Gamma_m$ and the metallic value $\Gamma_m$ outside:

$$\Gamma(u)=\Gamma_m\left[1-(1-r)\left(1-\frac uw\right)\right]\quad(0<u<w).$$

The constant part gives $\int_0^B du/(x+u)=\ln(1+B/x)$. For the dip, write $1-u/w=(1+x/w)-(x+u)/w$. The last piece cancels the denominator and integrates to $-1$, so

$$\int_0^w\frac{1-u/w}{x+u}\,du=\left(1+\frac xw\right)\ln\left(1+\frac wx\right)-1.$$

Hence

$$q_{\rm gap}(x)=\frac{g\Gamma_m}{\pi}\,[L(x)-L(x+W)],$$

$$L(x)=\ln\left(1+\frac Bx\right)-(1-r)\left[\left(1+\frac xw\right)\ln\left(1+\frac wx\right)-1\right].$$

The limit $x\to0$ separates the two contacts. For a metal, $r=1$ and $L$ grows as $\ln(B/x)$. For a semimetal with $r=0$ the two logarithms of $x$ cancel, and $L$ tends to the finite value $\ln(B/w)+1$. The density of states vanishes just where the layer's response diverges. For the metal, the second-order formula itself fails when $x$ falls well below $\Gamma_m$, so the divergence marks a strong effect and not an infinite charge.

The role of alignment can be shown for any $x$. The share of charge removed is the average of $(1-r)(1-u/w)$, taken as zero beyond $w$, with the weight

$$\frac1{x+u}-\frac1{x+W+u}=\frac{W}{(x+u)(x+W+u)}.$$

If $x$ is reduced, this weight grows by a factor that is largest at small $u$ and falls with $u$. The average shifts towards small $u$, where the dip is deepest, so the share removed rises as the band edge approaches the Fermi level.

## The price paid in injection

By the golden rule, an electron in an orbital at $\varepsilon$ leaves for the contact at the rate $2\pi\sum_iV_i^2\delta(\varepsilon-E_i)=2\Gamma(\varepsilon)$. The net current is this rate times the difference of the two occupations. Assume that the layer is in equilibrium with itself, which requires that carriers are resupplied within it faster than they escape to the contact. A small voltage then shifts one Fermi function $f$ against the other, and the interface resistance times area, $\rho_c$, obeys

$$\frac1{\rho_c}=2g\int_\Phi^\infty\Gamma(\varepsilon)\left(-\frac{df}{d\varepsilon}\right)d\varepsilon.$$

For $\Phi\gg kT$, $-df/d\varepsilon\approx e^{-\varepsilon/kT}/kT$. Put $\varepsilon=\Phi+kT\,y$. The weight becomes $e^{-\Phi/kT}e^{-y}dy$, for which the mean of $y$ is one. If $\Gamma$ is linear over a few $kT$, the integral needs only its value at the mean energy:

$$\frac1{\rho_c}\approx2g\,\Gamma(\Phi+kT)\,e^{-\Phi/kT}.$$

Electrons thus enter at the band edge, somewhat up the side of the dip, and not at its bottom. For a metal ($m$) and a semimetal ($s$) on the same layer,

$$\frac{\rho_m}{\rho_s}\approx\frac{\Gamma_s}{\Gamma_m}\,e^{(\Phi_m-\Phi_s)/kT},$$

with each $\Gamma$ taken at its own injection energy. The semimetal wins if

$$\Phi_m-\Phi_s>kT\ln\frac{\Gamma_m}{\Gamma_s}.$$

## How large the effect is

The following numbers belong to a model monolayer with round parameters, not to MoS2. The gap is 2 eV, each band is 1 eV wide, the mass is 0.5 electron masses and the spin and valley degeneracy is 4. This gives $g=4\times0.5/(2\pi)$ in atomic units, or 0.04177 per eV and square angstrom. The spacing $d=3$ angstrom gives $K=542.85$ eV angstrom$^2$. The temperature is 300 K, so $kT=0.02585$ eV.

The metal has $\Gamma_m=0.05$ eV, with $B=3$ eV. The semimetal has the same value outside a dip of half-width 1 eV and one tenth of it at the Fermi level. Both have $\Phi_0=0$, so they differ in the shape of $\Gamma$ alone.

Solving the barrier equation numerically gives $\Phi=0.3188$ eV for the metal. Inserting this value, with negligible free charge,

$$N=\frac{0.04177\times0.05}{\pi}\left[\ln\left(1+\tfrac{3}{0.3188}\right)-\ln\left(1+\tfrac{3}{1.3188}\right)-\ln\left(1+\tfrac{3}{1.6812}\right)+\ln\left(1+\tfrac{3}{2.6812}\right)\right],$$

which is $5.873\times10^{-4}$ electrons per square angstrom. The dipole energy is $542.85\times5.873\times10^{-4}=0.319$ eV, as required. For the semimetal, $N=3.890\times10^{-4}$ and $\Phi=542.85\times3.890\times10^{-4}=0.211$ eV. The dip lowers the barrier by 0.108 eV but leaves two thirds of the transferred charge. At the metal's barrier it would leave about half; the barrier then falls, which shortens every energy denominator to the conduction band and raises $N$ again.

The gap-state densities show why as much as half survives. At the Fermi level, $D$ falls from $1.73\times10^{-3}$ to $2.7\times10^{-4}$ per eV and square angstrom. This is a factor of about six and not ten, because the lower barrier enlarges the bracket in $D$. At midgap, near the rim of the dip, $D$ falls only from $6.6\times10^{-4}$ to $5.4\times10^{-4}$. The deep gap states survive, and their weight on conduction orbitals keeps charging the layer.

At injection, $\Gamma_s=0.0157$ eV, about three times the value at the bottom of the dip. The threshold is $0.02585\ln(0.05/0.0157)=0.030$ eV, well below the reduction obtained. The resistance ratio is

$$\frac{\rho_m}{\rho_s}\approx\frac{0.0157}{0.05}\,e^{0.1076/0.02585}\approx20.$$

In absolute terms, with $\hbar/e^2$ as the unit of resistance, $\rho_c$ falls from $2.2\times10^{11}$ to $1.1\times10^{10}$ ohm angstrom$^2$, that is, from $2.2\times10^{-5}$ to $1.1\times10^{-6}$ ohm cm$^2$.

The error of second order in the barriers can be estimated within the model. If each orbital couples to its own combination of contact states, eliminating the contact amplitudes gives its Green function at imaginary frequency as

$$G(i\omega)=\left[i\omega-\varepsilon-\frac1\pi\int\frac{\Gamma(E)}{i\omega-E}\,dE\right]^{-1}.$$

Its thermal population follows from a numerical sum over the frequencies $\omega=(2n+1)\pi kT$. The barriers become 0.322 and 0.210 eV. These shifts are small, but they stand in an exponent: the barrier difference grows by about 0.004 eV, which changes the ratio by nearly a fifth. This check covers only the charge. The golden rule also takes the layer levels as sharp and unshifted, although $\Gamma_m$ is about twice $kT$ here. The coupling can move a level by a good part of $kT$, which again enters an exponent. The assumed equilibrium within the layer is demanding as well, because an electron escapes into the metal in only $\hbar/2\Gamma_m\approx7$ fs. If the layer supplies carriers more slowly, the metal gains less from its stronger coupling. The factor of 20 is therefore no more than an estimate of the order of magnitude.

## Three cases that limit the claim

**A narrow dip.** With a half-width of 0.1 eV and the same minimum, the barrier is 0.302 eV and the resistance falls by a factor of 1.9 relative to the metal. Injection takes place outside the dip and costs nothing, but too few gap states have been removed. A low density of states at the Fermi level is not sufficient; for a large gain it must stay low over a range comparable with the barrier or wider.

**Poor alignment.** With $\Phi_0=0.8$ eV, the metal and the semimetal give barriers of 0.85 and 0.83 eV. The semimetal is still the better of the two, by a factor of 1.7, but its resistance is $1.1\times10^{20}$ ohm angstrom$^2$. The aligned metal is far better than the misaligned semimetal. Alignment also makes the dip more effective: it removes 48% of the conduction-band gap charge when the edge is 0.2 eV above the Fermi level, and 35% when it is 0.8 eV above.

**Weak coupling.** Reduce both $\Gamma$ functions tenfold and take $\Phi_0=0.2$ eV. The barriers are 0.240 and 0.221 eV. The reduction of about 0.02 eV is below the threshold of 0.029 eV, and the semimetal raises $\rho_c$ by 46%. With little dipole to remove, the loss of injecting states decides the interface resistance. The margin is thin, and the last section shows that it does not survive when carriers must diffuse in along the layer.

## Pinning is not read from the Fermi level alone

The pinning factor $S=d\Phi/d\Phi_0$ tells how much of a change in contact work function reaches the barrier. Differentiating the barrier equation gives $S=1+K N'(\Phi)\,S$, hence

$$S=\frac1{1-KN'(\Phi)},\qquad N'(\Phi)=q'(\Phi)+q'(E_g-\Phi).$$

The second sign is positive because the minus sign in $N$ meets another from the argument $E_g-\Phi$. A simple shortcut would replace $-N'$ by $D(0)$. Integration by parts shows what it omits:

$$\int_0^B\frac{\Gamma(u)}{(x+u)^2}\,du=\frac{\Gamma(0)}x-\frac{\Gamma(B)}{x+B}+\int_0^B\frac{\Gamma'(u)}{x+u}\,du.$$

The first term belongs to $D(0)$. The last vanishes for a constant $\Gamma$ but is positive for a dip. Physically, moving the layer's bands changes the energy denominator of every contact state, not just of those at the Fermi level.

For the metal, the shortcut gives $1/(1+542.85\times1.729\times10^{-3})=0.52$, against 0.53 from the full slope. For the semimetal it gives 0.87, against 0.65. The semimetal is less pinned than the metal, but much more pinned than its density of states at the Fermi level suggests.

## Consequences for contacts to MoS2

The ideal basal surface of MoS2 has no broken bonds, so weak coupling can serve as a starting assumption, to be checked for each contact material. It fails if deposition creates defects or chemical bonds, whose gap states do not follow $\Gamma(E)$. A clean interface is thus a precondition for the mechanism.

In choosing a contact, three quantities should be considered together. The first is $\Phi_0$, which should be small or negative. The second is $\Gamma(E)$ over several tenths of an eV, including the coupling and its momentum dependence; the bulk density of states at one energy is a poor substitute. The third is $\Gamma$ at the conduction edge, which must remain large enough for injection. A calculated or measured barrier reduction can then be compared with $kT\ln(\Gamma_m/\Gamma_s)$, provided that both barriers are well above $kT$, that the layer resupplies carriers faster than they escape to the contact, and that electrons enter thermally and not by tunnelling at the contact's edge. The resupply condition usually fails in a lateral device. With the parameters above and mobilities of 30 to 200 cm$^2$/Vs, the transfer length $\sqrt{\rho_c/R_{\rm sh}}$ is only about 1 to 10 nm, where $R_{\rm sh}$ is the sheet resistance under the contact. For a longer contact with diffusive transport, resistance times width is $\sqrt{\rho_cR_{\rm sh}}$ with $R_{\rm sh}\propto e^{\Phi/kT}$. At equal mobility the ratio becomes $\sqrt{\Gamma_s/\Gamma_m}\,e^{(\Phi_m-\Phi_s)/kT}$ and the threshold is halved. The weakly coupled semimetal above then wins by a factor of about 1.2.

A vanishing barrier lies outside the second-order treatment. Free electrons then matter too: at $\Phi=0$ they alone contribute $KgkT\ln2$ to the dipole energy, which a negative $\Phi_0$ or a gate must offset. The model also omits image forces, the resistance of the layer under the contact and any barrier at the contact's edge. It gives both contacts the same $d$, although a semimetal screens less well and its countercharge may lie deeper: one extra angstrom of effective spacing on the semimetal cuts the factor of 20 to about 4, and about two remove the gain. A measured contact resistance contains all of these, so the factor of 20 describes the interface of this model and is not a prediction for a device.
